# Gradient Matrix Elements and Antisymmetry of the PAW One-Centre Correction: test program

```python
"""Gradient matrix elements between PAW partial waves inside a sphere.

Result under test, for phi_i = R_i(r) Y_i(n) with real harmonics Y:
  <phi_i| d/dx_a |phi_j> = G[a,i,j] * K_ij,   G = integral of Y_i n_a Y_j,
  K_ij = int r^2 R_i (d/dr - l_j/r) R_j dr        if l_i = l_j + 1,
  K_ij = int r^2 R_i (d/dr + (l_j+1)/r) R_j dr    if l_i = l_j - 1,
and the all-electron minus smooth difference D is antisymmetric when the
smooth functions match the all-electron ones in value at the radius r_c.
Model: Coulomb centre -Z/r, atomic units (bohr, hartree).
"""
from math import factorial, comb, pi, sqrt
import numpy as np
from numpy.polynomial import Polynomial
from scipy.special import lpmv
from scipy.constants import physical_constants

Z = 2.0
r_c = 2.0
r_far = 60.0
channels = [("2s", 2, 0), ("3s", 3, 0), ("2p", 2, 1),
            ("3p", 3, 1), ("3d", 3, 2), ("4f", 4, 3)]
n_ch = len(channels)
ells = [c[2] for c in channels]
energies = [-Z**2 / (2 * c[1]**2) for c in channels]


# A radial function is a pair (polynomial P, kappa) meaning P(r) exp(-kappa r).
def value(f, r):
    return f[0](r) * np.exp(-f[1] * r)


def derivative(f):
    return (f[0].deriv() - f[1] * f[0], f[1])


def bound_function(n, l):
    k, s = n - l - 1, 2 * Z / n
    coef = [0.0] * l + [(-1)**q * comb(n + l, k - q) * s**(l + q) / factorial(q)
                        for q in range(k + 1)]
    norm = sqrt(s**3 * factorial(k) / (2 * n * factorial(n + l)))
    return (norm * Polynomial(coef), Z / n)


def smooth_function(f, l, n_terms=3):
    """r^l times an even polynomial; matches n_terms-1 derivatives at r_c."""
    basis = [(Polynomial([0.0] * (l + 2 * k) + [1.0]), 0.0)
             for k in range(n_terms)]
    rows, rhs = [], []
    for _ in range(n_terms):
        rows.append([value(b, r_c) for b in basis])
        rhs.append(value(f, r_c))
        basis = [derivative(b) for b in basis]
        f = derivative(f)
    c = np.linalg.solve(np.array(rows), np.array(rhs))
    full = np.zeros(l + 2 * n_terms - 1)
    full[l::2] = c
    return (Polynomial(full), 0.0)


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lower + (upper - lower) * (x + 1) / 2, w * (upper - lower) / 2


def radial_element(fi, li, fj, lj, lower, upper, count=60):
    r, w = gauss(lower, upper, count)
    if li == lj + 1:
        g = value(derivative(fj), r) - lj * value(fj, r) / r
    elif li == lj - 1:
        g = value(derivative(fj), r) + (lj + 1) * value(fj, r) / r
    else:
        return 0.0
    return float(np.sum(w * r**2 * value(fi, r) * g))


def radial_matrix(functions, lower=0.0, upper=r_c, count=60):
    return np.array([[radial_element(functions[i], ells[i], functions[j],
                                     ells[j], lower, upper, count)
                      for j in range(n_ch)] for i in range(n_ch)])


def harmonic(l, m, p):
    """Real spherical harmonic at Cartesian points p of shape (3, N)."""
    r = np.sqrt(np.sum(p**2, axis=0))
    angle = np.arctan2(p[1], p[0])
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    y = norm * (-1)**k * lpmv(k, l, np.clip(p[2] / r, -1, 1))
    if m > 0:
        y = y * sqrt(2) * np.cos(k * angle)
    if m < 0:
        y = y * sqrt(2) * np.sin(k * angle)
    return y


def cartesian_derivative(f, p, axis, h=2e-4):
    e = np.zeros((3, 1))
    e[axis] = h
    return (8 * (f(p + e) - f(p - e)) - (f(p + 2 * e) - f(p - 2 * e))) / (12 * h)


# Angular grid and angular coefficients from their defining integral.
c_th, w_th = np.polynomial.legendre.leggauss(12)
n_az = 20
az = 2 * pi * (np.arange(n_az) + 0.5) / n_az
ct, ph = [q.ravel() for q in np.meshgrid(c_th, az, indexing="ij")]
w_ang = np.repeat(w_th, n_az) * 2 * pi / n_az
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct])
lm = [(l, m) for l in range(4) for m in range(-l, l + 1)]


def all_harmonics(p):
    return np.array([harmonic(l, m, p) for l, m in lm])


Y = all_harmonics(unit)
assert np.allclose((Y * w_ang) @ Y.T, np.eye(16), atol=1e-12)
G = np.array([(Y * w_ang * unit[a]) @ Y.T for a in range(3)])

# Angular gradient: only l' = l+1 (factor -l) and l' = l-1 (factor l+1).
factor = np.zeros((16, 16))
for i, (li, _) in enumerate(lm):
    for j, (lj, _) in enumerate(lm):
        if abs(li - lj) != 1:
            assert np.max(np.abs(G[:, i, j])) < 1e-12
        factor[i, j] = -lj if li == lj + 1 else (lj + 1 if li == lj - 1 else 0)
for a in range(3):
    T = (Y * w_ang) @ cartesian_derivative(all_harmonics, unit, a).T
    assert np.allclose(T, factor * G[a], atol=1e-8)

# Hand-derived coefficients; index l*l+l+m, with p_y, p_z, p_x = 1, 2, 3.
hand = [(G[2, 2, 0], 1 / sqrt(3)), (G[2, 6, 2], 2 / sqrt(15)),
        (G[0, 7, 2], 1 / sqrt(5)), (G[0, 6, 3], -1 / sqrt(15)),
        (G[0, 8, 3], 1 / sqrt(5))]
for computed, expected in hand:
    assert abs(computed - expected) < 1e-12

# Partial waves.
ae = [bound_function(n, l) for _, n, l in channels]
ps = [smooth_function(f, l) for f, l in zip(ae, ells)]
r_all, w_all = gauss(0, r_far, 200)
r_in, w_in = gauss(0, r_c, 60)
for f in ae:
    assert abs(np.sum(w_all * r_all**2 * value(f, r_all)**2) - 1) < 1e-10
for i, j in [(0, 1), (2, 3)]:      # smooth pairs must be independent
    pair = np.array([value(ps[i], r_in), value(ps[j], r_in)])
    S = (pair * w_in * r_in**2) @ pair.T
    assert 1 - S[0, 1]**2 / (S[0, 0] * S[1, 1]) > 1e-6

K_ae, K_ps = radial_matrix(ae), radial_matrix(ps)
K_diff = K_ae - K_ps

# Full matrices over all (channel, m), reduced formula.
orbitals = [(c, m) for c in range(n_ch) for m in range(-ells[c], ells[c] + 1)]
ch = np.array([c for c, _ in orbitals])
ang = np.array([ells[c]**2 + ells[c] + m for c, m in orbitals])
G_orb = G[:, ang][:, :, ang]


def expand(K):
    return G_orb * K[np.ix_(ch, ch)]


# Direct three-dimensional integration of finite-difference gradients.
r3, w3 = gauss(0, r_c, 40)
points = (unit[:, None, :] * r3[None, :, None]).reshape(3, -1)
w_vol = ((w3 * r3**2)[:, None] * w_ang[None, :]).ravel()


def direct_matrix(functions):
    def waves(p):
        r = np.sqrt(np.sum(p**2, axis=0))
        radial = np.array([value(f, r) for f in functions])
        return radial[ch] * all_harmonics(p)[ang]
    left = waves(points) * w_vol
    return np.array([left @ cartesian_derivative(waves, points, a).T
                     for a in range(3)])


direct_ae, direct_ps = direct_matrix(ae), direct_matrix(ps)
err_ae = np.max(np.abs(direct_ae - expand(K_ae)))
err_ps = np.max(np.abs(direct_ps - expand(K_ps)))
assert err_ae < 1e-7 and err_ps < 1e-7

# Surface term of one matrix alone, and antisymmetry of the difference.
edge = np.array([value(f, r_c) for f in ae])
surface = r_c**2 * np.outer(edge, edge)
sym_ae = direct_ae + direct_ae.transpose(0, 2, 1)
assert np.allclose(sym_ae, expand(surface), atol=2e-7)
assert np.max(np.abs(sym_ae)) > 1e-2
D_direct = direct_ae - direct_ps
asym_direct = np.max(np.abs(D_direct + D_direct.transpose(0, 2, 1)))
assert asym_direct < 4e-7
D = expand(K_diff)
asym_formula = np.max(np.abs(D + D.transpose(0, 2, 1)))
assert asym_formula < 1e-11 and np.max(np.abs(D)) > 1e-3

# Matching the value alone suffices; a wrong value leaves the surface term.
kinked = [smooth_function(f, l, 1) for f, l in zip(ae, ells)]
D_kink = expand(K_ae - radial_matrix(kinked))
asym_kink = np.max(np.abs(D_kink + D_kink.transpose(0, 2, 1)))
slope_gap = value(derivative(ae[0]), r_c * 0.9) - value(derivative(kinked[0]), r_c * 0.9)
slope_gap_2p = value(derivative(ae[2]), r_c) - value(derivative(kinked[2]), r_c)
assert asym_kink < 1e-11 and abs(slope_gap) > 1e-3 and abs(slope_gap_2p) > 1e-3
wrong = [(1.1 * f[0], f[1]) if l == 0 else f for f, l in zip(ps, ells)]
K_wrong = K_ae - radial_matrix(wrong)
broken = K_wrong[0, 2] + K_wrong[2, 0]
assert abs(broken - (1 - 1.1) * surface[0, 2]) < 1e-11 and abs(broken) > 1e-3

# Complex harmonics: anti-Hermitian, but no longer antisymmetric.
where = {o: k for k, o in enumerate(orbitals)}
sel = [where[(0, 0)], where[(2, 1)], where[(2, -1)]]     # 2s, 2p_x, 2p_y
q = 1 / sqrt(2)
U = np.array([[1, 0, 0], [0, -q, q], [0, -1j * q, -1j * q]])
D_complex = U.conj().T @ D_direct[1][np.ix_(sel, sel)] @ U
assert np.allclose(D_complex, -D_complex.conj().T, atol=4e-7)
assert np.max(np.abs(D_complex + D_complex.T)) > 1e-3

# Whole-space elements: smooth part plus one-centre part against length form.
K_out = radial_matrix(ae, r_c, r_far, 200)
K_smooth = K_ps + K_out
K_total = K_smooth + K_diff
K_length = np.zeros((n_ch, n_ch))
for i in range(n_ch):
    for j in range(n_ch):
        if abs(ells[i] - ells[j]) == 1:
            dip = np.sum(w_all * r_all**3 * value(ae[i], r_all) * value(ae[j], r_all))
            K_length[i, j] = (energies[j] - energies[i]) * dip
assert np.allclose(K_total, K_length, atol=1e-9)

print(f"Nuclear charge Z = {Z:.1f}; matching radius r_c = {r_c:.1f} bohr")
print("Angular coefficients (dimensionless):")
for name, (computed, _) in zip(["<s|n_z|p_z>", "<d_z2|n_z|p_z>", "<d_xz|n_x|p_z>",
                                "<d_z2|n_x|p_x>", "<d_x2-y2|n_x|p_x>"], hand):
    print(f"  {name} = {computed:.6f}")
print("Radial function at r_c (bohr^-3/2) and energy (hartree):")
for k in range(4):
    print(f"  {channels[k][0]}: R = {edge[k]:.6f}, E = {energies[k]:.6f}")
print("Smooth coefficients c0, c1, c2 (atomic units):")
for k in range(4):
    c = ps[k][0].coef[ells[k]::2]
    print(f"  {channels[k][0]}: {c[0]:.6f}, {c[1]:.6f}, {c[2]:.6f}")
print("Radial integrals in the sphere (1/bohr): all-electron, smooth, difference")
for s in (0, 1):
    for p in (2, 3):
        for i, j in ((s, p), (p, s)):
            print(f"  K({channels[i][0]},{channels[j][0]}): {K_ae[i, j]:.6f}, "
                  f"{K_ps[i, j]:.6f}, {K_diff[i, j]:.6f}")
        print(f"    surface term r_c^2 R_i R_j = {surface[s, p]:.6f} 1/bohr")
bohr = physical_constants["Bohr radius"][0] * 1e10
g = G[2, 0, 2]
print("Whole-space z-gradient elements (1/bohr):")
for s in (1, 0):
    print(f"  <{channels[s][0]}|d/dz|2p_z>: smooth {g * K_smooth[s, 2]:.6f}, "
          f"one-centre {g * K_diff[s, 2]:.6f}")
    print(f"    sum {g * K_total[s, 2]:.6f}, length form {g * K_length[s, 2]:.6f}")
print(f"  3s-2p_z sum converted: {g * K_total[1, 2] / bohr:.6f} 1/angstrom")
print(f"Largest formula-quadrature gap: {max(err_ae, err_ps):.1e} 1/bohr")
print(f"Largest |D + D^T|, direct quadrature: {asym_direct:.1e} 1/bohr")
print(f"Largest |D + D^T|, radial formula: {asym_formula:.1e} 1/bohr")
print(f"Largest |D + D^T|, value-only matching: {asym_kink:.1e} 1/bohr")
print(f"K(2s,2p)+K(2p,2s) difference, smooth s scaled by 1.1: {broken:.6f} 1/bohr")
print("verified")
```

Running it gives:

```
Nuclear charge Z = 2.0; matching radius r_c = 2.0 bohr
Angular coefficients (dimensionless):
  <s|n_z|p_z> = 0.577350
  <d_z2|n_z|p_z> = 0.516398
  <d_xz|n_x|p_z> = 0.447214
  <d_z2|n_x|p_x> = -0.258199
  <d_x2-y2|n_x|p_x> = 0.447214
Radial function at r_c (bohr^-3/2) and energy (hartree):
  2s: R = -0.270671, E = -0.500000
  3s: R = -0.138170, E = -0.222222
  2p: R = 0.312543, E = -0.500000
  3p: R = 0.120247, E = -0.222222
Smooth coefficients c0, c1, c2 (atomic units):
  2s: -0.135335, -0.067668, 0.008458
  3s: -0.117503, -0.022733, 0.004392
  2p: 0.429747, -0.097670, 0.007325
  3p: 0.238824, -0.064299, 0.004906
Radial integrals in the sphere (1/bohr): all-electron, smooth, difference
  K(2s,2p): -0.000000, -0.275493, 0.275493
  K(2p,2s): -0.338385, -0.062892, -0.275493
    surface term r_c^2 R_i R_j = -0.338385 1/bohr
  K(2s,3p): 0.051577, -0.099580, 0.151157
  K(3p,2s): -0.181767, -0.030609, -0.151157
    surface term r_c^2 R_i R_j = -0.130190 1/bohr
  K(3s,2p): -0.015792, -0.174335, 0.158543
  K(2p,3s): -0.156944, 0.001599, -0.158543
    surface term r_c^2 R_i R_j = -0.172736 1/bohr
  K(3s,3p): 0.020449, -0.066235, 0.086683
  K(3p,3s): -0.086907, -0.000223, -0.086683
    surface term r_c^2 R_i R_j = -0.066458 1/bohr
Whole-space z-gradient elements (1/bohr):
  <3s|d/dz|2p_z>: smooth -0.166783, one-centre 0.091535
    sum -0.075248, length form -0.075248
  <2s|d/dz|2p_z>: smooth -0.159056, one-centre 0.159056
    sum 0.000000, length form -0.000000
  3s-2p_z sum converted: -0.142199 1/angstrom
Largest formula-quadrature gap: 2.1e-14 1/bohr
Largest |D + D^T|, direct quadrature: 2.4e-14 1/bohr
Largest |D + D^T|, radial formula: 1.1e-16 1/bohr
Largest |D + D^T|, value-only matching: 1.2e-15 1/bohr
K(2s,2p)+K(2p,2s) difference, smooth s scaled by 1.1: 0.033839 1/bohr
verified
```
